# Donor Occupation with On-Site Repulsion: From Spin Degeneracy to Independent Fermi Factors: verification in Python

```python
# Result under test: a donor orbital with level eps and repulsion U has
#   <n> = 2x(1+wx)/(1+2x+wx^2), x=exp((mu-eps)/kT), w=exp(-U/kT).
# U -> infinity gives 1/(1+exp((eps-mu)/kT)/2); U = 0 gives two
# independent Fermi factors. mu: chemical potential, kT: thermal energy.
# Energies are in eV, lengths in nm, densities in cm^-3; band edge = 0.
# ND, NA: donor and acceptor densities; Nc: effective band density.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

KB = const.k / const.e
DEPTH, U_EX = 0.11, 0.10
ND, NA = 5e16, 5e15
MASS, PERMITTIVITY = 0.28, 11.0
U_HUGE = 5.0

# Fermion operators in the basis (empty, down, up, double)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(parity, lower)
n_up = c_up.T @ c_up
n_down = c_down.T @ c_down
spin_flip = c_up.T @ c_down + c_down.T @ c_up
assert np.allclose(c_up @ c_down + c_down @ c_up, 0)
assert np.allclose(c_up @ c_down.T + c_down.T @ c_up, 0)


def fock(gap, U, kT, zeeman=0.0):
    """State probabilities and ln Z by diagonalization; gap = eps-mu."""
    K = gap * (n_up + n_down) + U * n_up @ n_down
    K = K + 0.5 * zeeman * spin_flip
    energy, vectors = np.linalg.eigh(K)
    weight = np.exp(-(energy - energy.min()) / kT)
    total = weight.sum()
    probability = (vectors**2) @ (weight / total)
    return probability, np.log(total) - energy.min() / kT


def fock_number(gap, U, kT):
    p = fock(gap, U, kT)[0]
    return p[1] + p[2] + 2 * p[3]


def formula_number(gap, U, kT):
    x, w = np.exp(-gap / kT), np.exp(-U / kT)
    return 2 * x * (1 + w * x) / (1 + 2 * x + w * x * x)


# General occupation, covariance, limits and symmetry
kT0 = KB * 300
for U in (-0.08, 0.0, 0.03, 0.10):
    for gap in np.linspace(-0.15, 0.12, 10):
        p, _ = fock(gap, U, kT0)
        number = formula_number(gap, U, kT0)
        assert abs(fock_number(gap, U, kT0) - number) < 1e-11
        h = 1e-5
        slope = (fock(gap - h, U, kT0)[1] - fock(gap + h, U, kT0)[1])
        assert abs(kT0 * slope / (2 * h) - number) < 1e-6
        x, w = np.exp(-gap / kT0), np.exp(-U / kT0)
        Z = 1 + 2 * x + w * x * x
        covariance = p[3] - (p[2] + p[3]) * (p[1] + p[3])
        assert abs(covariance - x * x * (w - 1) / Z**2) < 1e-11
        excess = fock_number(gap, U, kT0) - 1 / (1 + 0.5 / x)
        assert abs(excess - 2 * p[3] * (1 + x) / (1 + 2 * x)) < 1e-11
        assert p[3] - 1e-11 <= excess <= 2 * p[3] + 1e-11
    for d in (0.01, 0.06):
        pair = (fock_number(-U / 2 + d, U, kT0)
                + fock_number(-U / 2 - d, U, kT0))
        assert abs(pair - 2) < 1e-11
    best = minimize_scalar(lambda g: -fock(g, U, kT0)[0][1:3].sum(),
                           bounds=(-0.3, 0.3), method="bounded",
                           options={"xatol": 1e-8})
    assert abs(-best.fun - 1 / (1 + np.exp(-U / (2 * kT0)))) < 1e-8

for gap in np.linspace(-0.15, 0.15, 9):
    fermi = 1 / (1 + np.exp(gap / kT0))
    product = np.kron([1 - fermi, fermi], [1 - fermi, fermi])
    assert np.allclose(fock(gap, 0.0, kT0)[0], product, atol=1e-12)
    limit = 1 / (1 + 0.5 * np.exp(gap / kT0))
    assert abs(fock_number(gap, U_HUGE, kT0) - limit) < 1e-11
assert abs(fock_number(kT0 * np.log(2), U_HUGE, kT0) - 0.5) < 1e-11
# Large U does not prevent double filling if mu exceeds eps+U
assert fock_number(-1.0 - 5 * kT0, 1.0, kT0) > 1.9
# A field splits the spin pair and changes the factor two
for b in (0.02, 0.10):
    p = fock(0.03, U_HUGE, kT0, b)[0]
    factor = (p[1] + p[2]) / p[0] * np.exp(0.03 / kT0)
    assert abs(factor / (2 * np.cosh(b / (2 * kT0))) - 1) < 1e-10


def band_density_constant(T, mass=MASS):
    m = mass * const.m_e
    return 2 * (2 * np.pi * m * const.k * T / const.h**2)**1.5 * 1e-6


def fermi_density(mu, T):
    eta = mu / (KB * T)
    integral = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)),
                    0, 9, epsabs=0, epsrel=1e-10)[0]
    return band_density_constant(T) * 2 / np.sqrt(np.pi) * integral


def solve_mu(donor_number, density):
    return brentq(lambda mu: density(mu) + NA
                  - ND * (1 - donor_number(mu)), -0.6, 0.0, xtol=1e-15)


def solve_density(T, U, depth=DEPTH, mass=MASS):
    kT, Nc = KB * T, band_density_constant(T, mass)
    density = lambda mu: Nc * np.exp(mu / kT)
    mu = solve_mu(lambda m: fock_number(-depth - m, U, kT), density)
    return density(mu), mu


def cubic_density(T, U):
    kT, Nc = KB * T, band_density_constant(T)
    w, A = np.exp(-U / kT), ND / Nc * np.exp(DEPTH / kT)
    r = NA / ND
    coefficients = [w / A, 2 / A + w * (1 + r), 1 / A + 2 * r, r - 1]
    assert min(coefficients[:3]) > 0 > coefficients[3]
    x = brentq(lambda y: np.polyval(coefficients, y), 0, A * (1 - r),
               xtol=1e-14)
    return x * ND / A


# Effective density of states from an integral over wave vectors
k_scale = np.sqrt(2 * MASS * const.m_e * const.k * 300) / const.hbar
k_integral = quad(lambda q: q * q * np.exp(-q * q), 0, 10)[0]
Nc_direct = k_scale**3 * k_integral / np.pi**2 * 1e-6
assert abs(Nc_direct / band_density_constant(300) - 1) < 1e-9

# Neutrality: cubic, both quadratics and low-temperature limits
for T in (60, 300, 450):
    n1 = 0.5 * band_density_constant(T) * np.exp(-DEPTH / (KB * T))
    n_finite = solve_density(T, U_EX)[0]
    assert abs(n_finite / cubic_density(T, U_EX) - 1) < 1e-8
    n_inf, n_zero = solve_density(T, U_HUGE)[0], solve_density(T, 0)[0]
    assert abs(n_inf * (n_inf + NA) / (ND - NA - n_inf) / n1 - 1) < 1e-8
    B = 2 * n1 + NA + ND
    C = 2 * n1 * (ND - NA)
    root = 2 * C / (B + np.sqrt(B * B + 4 * C))
    assert abs(n_zero / root - 1) < 1e-8
    if T == 60:
        assert abs(n_inf / (n1 * (ND - NA) / NA) - 1) < 1e-6
        assert abs(n_zero / (2 * n1 * (ND - NA) / (ND + NA)) - 1) < 1e-6
        cold = (n1, n_zero, n_finite, n_inf)

# Coulomb quantities for the neglected effects
coulomb = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY) * 1e9
rydberg = const.value("Rydberg constant times hc in eV")
rydberg *= MASS / PERMITTIVITY**2
bohr = const.value("Bohr radius") * 1e9 * PERMITTIVITY / MASS
spacing = (3 / (4 * np.pi * ND * 1e-21))**(1 / 3)
assert 1.5 * 4 * bohr < spacing < 1.5 * 9 * bohr
field = 0.1  # eV/nm for one electron, equal to 1 MV/cm
barrier = minimize_scalar(lambda r: coulomb / r + field * r,
                          bounds=(0.01, 50), method="bounded",
                          options={"xatol": 1e-9}).fun
assert abs(barrier / (2 * np.sqrt(coulomb * field)) - 1) < 1e-8
critical_field = DEPTH**2 / (4 * coulomb) * 10


def neglected_effects(T):
    kT, Nc = KB * T, band_density_constant(T)
    n_ref = solve_density(T, U_EX)[0]
    boltzmann = lambda mu: Nc * np.exp(mu / kT)
    levels = np.array([0] + [-DEPTH] * 2 + [-rydberg / 4] * 8
                      + [-2 * DEPTH + U_EX])
    electrons = np.array([0] + [1] * 10 + [2])

    def excited_number(mu):
        weight = np.exp(-(levels - mu * electrons) / kT)
        return (electrons * weight).sum() / weight.sum()

    n_excited = boltzmann(solve_mu(excited_number, boltzmann))
    debye = np.sqrt(const.epsilon_0 * PERMITTIVITY * kT
                    / (const.e * n_ref * 1e6)) * 1e9
    shift = coulomb / debye
    r = 1e-4 * debye
    assert abs(coulomb / r * (1 - np.exp(-r / debye)) / shift - 1) < 1e-3
    # Screening lifts the first level but not the D- to D0 level
    n_screen = solve_density(T, U_EX - shift, DEPTH - shift)[0]
    charged = (n_ref + 2 * NA) * 1e-21
    spread = coulomb * np.sqrt(2 * np.pi * charged * debye)
    variance = charged * quad(lambda r: 4 * np.pi * coulomb**2
                              * np.exp(-2 * r / debye), 0, 30 * debye)[0]
    assert abs(variance / spread**2 - 1) < 1e-7
    nodes, weights = np.polynomial.hermite.hermgauss(16)

    def spread_number(mu):
        values = [fock_number(-DEPTH + np.sqrt(2) * spread * t - mu,
                              U_EX, kT) for t in nodes]
        return np.dot(weights, values) / np.sqrt(np.pi)

    n_spread = boltzmann(solve_mu(spread_number, boltzmann))
    full = lambda mu: fermi_density(mu, T)
    n_fermi = full(solve_mu(
        lambda mu: fock_number(-DEPTH - mu, U_EX, kT), full))
    n_mass = solve_density(T, U_EX, mass=1.1 * MASS)[0]
    changes = [100 * (n / n_ref - 1) for n in
               (n_excited, n_screen, n_spread, n_fermi, n_mass)]
    return debye, shift, spread, changes


print(f"donor depth {DEPTH:.3f} eV; repulsion U {U_EX:.3f} eV")
print(f"second-electron level below band {DEPTH - U_EX:.3f} eV")
print(f"donors {ND:.2e} cm^-3; acceptors {NA:.2e} cm^-3")
print(f"mass ratio {MASS:.2f}; relative permittivity {PERMITTIVITY:.1f}")
print("occupation at 300 K: (mu-eps)/kT, U=0, U=0.10 eV, U=infinity")
for y in (-4, -2, 0, 2, 4, 6):
    row = [formula_number(-y * kT0, U, kT0) for U in (0, U_EX)]
    row.append(1 / (1 + 0.5 * np.exp(-y)))
    print(f"  {y:3d}  " + "  ".join(f"{v:.5f}" for v in row))
print(f"kT ln2 at 300 K {1000 * kT0 * np.log(2):.2f} meV")
peak = 1 / (1 + np.exp(-U_EX / (2 * kT0)))
print(f"largest neutral fraction at 300 K {peak:.4f}")
for T in (300, 450):
    kT, Nc = KB * T, band_density_constant(T)
    n, mu = solve_density(T, U_EX)
    p = fock(-DEPTH - mu, U_EX, kT)[0]
    x, w = np.exp((mu + DEPTH) / kT), np.exp(-U_EX / kT)
    n1 = 0.5 * Nc * np.exp(-DEPTH / kT)
    print(f"T {T} K: kT {1000 * kT:.3f} meV; Nc {Nc:.4e} cm^-3")
    print(f"  n1 {n1:.4e} cm^-3; mu from band edge {mu:.5f} eV")
    print(f"  x {x:.5f}; w {w:.5f}; Z {1 + 2*x + w*x*x:.5f}")
    print(f"  p0 {p[0]:.5f}; p1 {p[1] + p[2]:.5f}; p2 {p[3]:.6f}")
    print(f"  mean donor electron number {p[1]+p[2]+2*p[3]:.5f}")
    cov = p[3] - (p[2] + p[3]) * (p[1] + p[3])
    print(f"  spin-occupation covariance {cov:.5f}")
    print(f"  n at U=0 {solve_density(T, 0)[0]:.4e} cm^-3")
    print(f"  n at U=0.10 eV {n:.4e} cm^-3")
    print(f"  n at U=infinity {solve_density(T, U_HUGE)[0]:.4e} cm^-3")
    debye, shift, spread, changes = neglected_effects(T)
    print(f"  Debye length {debye:.2f} nm; binding loss "
          f"{1000 * shift:.2f} meV; level spread {1000 * spread:.2f} meV")
    names = ("n=2 excited states", "screened binding", "level spread",
             "Fermi-Dirac band", "mass +10%")
    for name, change in zip(names, changes):
        print(f"  change of n, {name}: {change:+.2f} %")
print(f"60 K: n1 {cold[0]:.4e} cm^-3; n at U=0 {cold[1]:.4e} cm^-3")
print(f"60 K: n at U=0.10 eV {cold[2]:.4e} cm^-3; "
      f"U=infinity {cold[3]:.4e} cm^-3")
print(f"effective Rydberg {1000 * rydberg:.2f} meV; "
      f"effective Bohr radius {bohr:.3f} nm")
print(f"mean radius 2s {6 * bohr:.2f} nm, 3s {13.5 * bohr:.2f} nm; "
      f"donor sphere radius {spacing:.2f} nm")
print(f"barrier lowering at 1 MV/cm {barrier:.4f} eV")
print(f"field where lowering equals depth {critical_field:.4f} MV/cm")
print("tests ok")
```

Printed output:

```
donor depth 0.110 eV; repulsion U 0.100 eV
second-electron level below band 0.010 eV
donors 5.00e+16 cm^-3; acceptors 5.00e+15 cm^-3
mass ratio 0.28; relative permittivity 11.0
occupation at 300 K: (mu-eps)/kT, U=0, U=0.10 eV, U=infinity
   -4  0.03597  0.03535  0.03534
   -2  0.23841  0.21355  0.21301
    0  1.00000  0.67589  0.66667
    2  1.76159  1.00833  0.93662
    4  1.96403  1.35534  0.99093
    6  1.99505  1.80782  0.99876
kT ln2 at 300 K 17.92 meV
largest neutral fraction at 300 K 0.8737
T 300 K: kT 25.852 meV; Nc 3.7180e+18 cm^-3
  n1 2.6385e+16 cm^-3; mu from band edge -0.13253 eV
  x 0.41826; w 0.02090; Z 1.84018
  p0 0.54342; p1 0.45459; p2 0.001987
  mean donor electron number 0.45856
  spin-occupation covariance -0.05058
  n at U=0 1.8767e+16 cm^-3
  n at U=0.10 eV 2.2072e+16 cm^-3
  n at U=infinity 2.2170e+16 cm^-3
  Debye length 26.68 nm; binding loss 4.91 meV; level spread 9.60 meV
  change of n, n=2 excited states: -2.62 %
  change of n, screened binding: +6.87 %
  change of n, level spread: -0.26 %
  change of n, Fermi-Dirac band: -0.08 %
  change of n, mass +10%: +5.23 %
T 450 K: kT 38.778 meV; Nc 6.8304e+18 cm^-3
  n1 2.0020e+17 cm^-3; mu from band edge -0.20222 eV
  x 0.09272; w 0.07587; Z 1.18610
  p0 0.84310; p1 0.15635; p2 0.000550
  mean donor electron number 0.15745
  spin-occupation covariance -0.00565
  n at U=0 3.6621e+16 cm^-3
  n at U=0.10 eV 3.7127e+16 cm^-3
  n at U=infinity 3.7170e+16 cm^-3
  Debye length 25.20 nm; binding loss 5.20 meV; level spread 11.31 meV
  change of n, n=2 excited states: -4.02 %
  change of n, screened binding: +1.97 %
  change of n, level spread: -0.45 %
  change of n, Fermi-Dirac band: -0.03 %
  change of n, mass +10%: +2.11 %
60 K: n1 9.5770e+07 cm^-3; n at U=0 1.5671e+08 cm^-3
60 K: n at U=0.10 eV 8.6193e+08 cm^-3; U=infinity 8.6193e+08 cm^-3
effective Rydberg 31.48 meV; effective Bohr radius 2.079 nm
mean radius 2s 12.47 nm, 3s 28.07 nm; donor sphere radius 16.84 nm
barrier lowering at 1 MV/cm 0.2288 eV
field where lowering equals depth 0.2311 MV/cm
tests ok
```
